**Finite-nucleus shift of the hydrogenic 1s level**

For a uniformly charged sphere of radius $R$ (in bohr) and charge number $Z$, the leading nonrelativistic shift is $\tfrac25Z^4R^2$ hartree, or $\tfrac45Z^4R^2$ rydberg. The program asserts the sphere's potential by direct integration over its charge, and the coefficient and its bounds by quadrature. It also asserts that a charged shell with the same mean square radius has the same leading coefficient. Energies found by matching solutions at the nuclear surface, without perturbation theory, confirm the powers of $Z$ and $R$ to within $2\times10^{-4}$, and the coefficient $-\tfrac{80}{63}$ of the relative correction $-\tfrac{80}{63}ZR$ to within 0.01. For one-electron silver with a rough radius of 5.8 fm, the output gives 0.638 eV from the leading formula and 0.634 eV from the matched Schrödinger equation. The Dirac equation with the same sphere gives 1.310 eV, and a second integration of its two components agrees. The printed radiative value is an order-of-magnitude scale, not a calculated correction.

## Check in Python

```python
"""Result under test: a uniformly charged spherical nucleus raises the
nonrelativistic hydrogenic 1s level by (2/5) Z^4 R^2 hartree, to first order
in the potential change and leading order in Z R.
Z: nuclear charge number; R: sphere radius in bohr; r: electron distance.
Hartree atomic units are used internally; 1 hartree = 2 rydberg.
inv_c2: inverse square of light speed (zero gives the Schroedinger equation).
The matched solutions below do not use perturbation theory.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HARTREE_EV = const.value("Hartree energy in eV")
RYDBERG_EV = const.value("Rydberg constant times hc in eV")
BOHR_FM = const.value("Bohr radius") / 1e-15
ALPHA = const.fine_structure


def potential(r, Z, R):
    if r < R:
        return -Z / (2 * R) * (3 - (r / R) ** 2)
    return -Z / r


def leading_shift(Z, R):
    return 0.4 * Z**4 * R**2


def first_order(Z, R):
    """Expectation value of the potential change in the point-nucleus 1s."""
    def integrand(x):
        r = x * R
        if r == 0:
            return 0.0
        change = potential(r, Z, R) + Z / r
        return 4 * Z**3 * r**2 * np.exp(-2 * Z * r) * change * R
    return quad(integrand, 0, 1, epsabs=0, epsrel=1e-11)[0]


def shell_first_order(Z, shell_radius):
    """Same expectation value for charge placed on a thin shell."""
    def integrand(x):
        r = x * shell_radius
        weight = 4 * Z**4 * np.exp(-2 * Z * r)
        return weight * (r - r**2 / shell_radius) * shell_radius
    return quad(integrand, 0, 1, epsabs=0, epsrel=1e-11)[0]


def point_level(Z, inv_c2):
    """Constant component ratio and energy of the point-nucleus 1s."""
    ratio = -Z / (1 + np.sqrt(1 - Z**2 * inv_c2))
    energy = -2 * ratio**2 / (1 + ratio**2 * inv_c2)
    return ratio, energy


def matched_shift(Z, R, inv_c2=0.0):
    """Finite-sphere shift by matching the component ratio at R."""
    u0, E0 = point_level(Z, inv_c2)
    scale = leading_shift(Z, R)

    def mismatch(multiple):
        delta = multiple * scale
        E = E0 + delta

        def inside(r, u):
            kinetic = E - potential(r, Z, R)
            return -2 * u / r - kinetic - (2 + kinetic * inv_c2) * u**2

        def outside(r, v):
            u = u0 + v
            coefficient = 2 + (E0 + Z / r) * inv_c2
            return (-2 * v / r - delta * (1 + u**2 * inv_c2)
                    - coefficient * (2 * u0 * v + v**2))

        start = 1e-5 * R
        u_start = -(E - potential(0, Z, R)) * start / 3
        inner = solve_ivp(inside, (start, R), [u_start], method="DOP853",
                          rtol=1e-11, atol=1e-14)
        outer = solve_ivp(outside, (20 / Z, R), [-delta / (4 * u0)],
                          method="DOP853", rtol=1e-11, atol=1e-22)
        assert inner.success and outer.success
        return inner.y[0, -1] - u0 - outer.y[0, -1]

    return scale * brentq(mismatch, 0.1, 5, xtol=1e-12, rtol=1e-12)


def linear_dirac_shift(Z, R, guess):
    """Second road: integrate both Dirac components, match far outside R."""
    c = 1 / ALPHA
    u0, E0 = point_level(Z, ALPHA**2)
    middle = 0.7 / Z

    def mismatch(delta):
        E = E0 + delta

        def equations(r, y):
            large, small = y
            kinetic = E - potential(r, Z, R)
            return [large / r + (2 * c + kinetic / c) * small,
                    -small / r - kinetic / c * large]

        start = 1e-4 * R
        small_start = -(E - potential(0, Z, R)) * start / (3 * c)
        options = dict(method="DOP853", rtol=1e-12, atol=1e-14)
        core = solve_ivp(equations, (start, R), [1.0, small_start], **options)
        out = solve_ivp(equations, (R, middle), core.y[:, -1], **options)
        back = solve_ivp(equations, (22 / Z, middle), [1.0, u0 / c], **options)
        assert core.success and out.success and back.success
        return out.y[1, -1] / out.y[0, -1] - back.y[1, -1] / back.y[0, -1]

    return brentq(mismatch, 0.5 * guess, 1.5 * guess, xtol=1e-11)


# Potential from direct integration over a unit sphere of unit charge.
nodes, weights = np.polynomial.legendre.leggauss(80)
density = 3 / (4 * np.pi)
for r in (0.0, 0.35, 0.8):
    path = -r * nodes + np.sqrt(1 - r**2 * (1 - nodes**2))
    direct = -density * np.pi * np.sum(weights * path**2)
    assert abs(direct - potential(r, 1, 1)) < 1e-8
source = (nodes + 1) / 2
for r in (1.5, 2.5):
    distance = np.sqrt(r**2 + source[:, None]**2
                       - 2 * r * source[:, None] * nodes[None, :])
    direct = -density * 2 * np.pi * np.sum(
        (weights / 2 * source**2)[:, None] * weights[None, :] / distance)
    assert abs(direct - potential(r, 1, 1)) < 1e-8

# First-order integral: small-size limit, rigorous bounds, equal-rms shell.
small_R = 1e-4
coefficient = first_order(1, small_R) / small_R**2
assert abs(coefficient - 0.4) < 1e-4
for Z, R in ((1, 0.3), (4, 0.02), (47, 1e-4)):
    value = first_order(Z, R)
    upper = leading_shift(Z, R)
    assert np.exp(-2 * Z * R) * upper < value < upper
shell_coefficient = shell_first_order(1, np.sqrt(0.6) * small_R) / small_R**2
assert abs(shell_coefficient - 0.4) < 1e-4

# Cubic terms from symbolic integration, tested by the matched energy.
x, y = sp.symbols("x y", positive=True)
profile = 1 / x - sp.Rational(3, 2) + x**2 / 2
leading_symbolic = 4 * sp.integrate(sp.expand(x**2 * profile), (x, 0, 1))
cubic_first = -8 * sp.integrate(sp.expand(x**3 * profile), (x, 0, 1))
enclosed = sp.integrate(sp.expand(y**2 * profile.subs(x, y)), (y, 0, x))
cubic_second = -16 * sp.integrate(sp.expand(x * profile * enclosed), (x, 0, 1))
relative_cubic = (cubic_first + cubic_second) / leading_symbolic
numeric_cubic = (matched_shift(1, small_R) / leading_shift(1, small_R)
                 - 1) / small_R
# The next term is of order Z R log(Z R), about 0.001 here.
assert abs(numeric_cubic - float(relative_cubic)) < 0.01
first_slope = (first_order(1, small_R) / leading_shift(1, small_R)
               - 1) / small_R
assert abs(first_slope - float(cubic_first / leading_symbolic)) < 0.001

# Powers of Z and R from matched energies, without the perturbation formula.
base = matched_shift(2, 1e-5)
power_Z = np.log(matched_shift(4, 1e-5) / base) / np.log(2)
power_R = np.log(matched_shift(2, 2e-5) / base) / np.log(2)
assert abs(power_Z - 4) < 2e-4 and abs(power_R - 2) < 2e-4

# Hydrogen-like silver with a rough nuclear radius.
Z = 47
radius_fm = 5.8
mass_number = 108
R = radius_fm / BOHR_FM
leading = leading_shift(Z, R)
expectation = first_order(Z, R)
schroedinger = matched_shift(Z, R)
dirac = matched_shift(Z, R, ALPHA**2)
dirac_check = linear_dirac_shift(Z, R, dirac)
# Subtracting a kilohartree level limits the second road to this accuracy.
assert abs(dirac_check / dirac - 1) < 1e-4
slow_limit = matched_shift(Z, R, ALPHA**2 * 1e-6)
assert abs(slow_limit / schroedinger - 1) < 1e-4
dirac_point = point_level(Z, ALPHA**2)[1]
sommerfeld = (np.sqrt(1 - (Z * ALPHA)**2) - 1) / ALPHA**2
assert abs(dirac_point / sommerfeld - 1) < 1e-10
assert abs(schroedinger / leading - 1 - float(relative_cubic) * Z * R) < 5e-4

inside_probability = quad(
    lambda s: 4 * Z**3 * R**3 * s**2 * np.exp(-2 * Z * R * s), 0, 1,
    epsabs=0, epsrel=1e-10)[0]
nuclear_mass = mass_number * const.atomic_mass / const.electron_mass
recoil = Z**2 / 2 * (1 - 1 / (1 + 1 / nuclear_mass))
radiative_scale = ALPHA**3 * Z**4 / np.pi
radius_change = 100 * (first_order(Z, 1.01 * R) / expectation - 1)

print("GENERAL RESULT")
print(f"Small-size coefficient, quadrature: {coefficient:.5f} hartree")
print(f"Same coefficient: {coefficient * HARTREE_EV / RYDBERG_EV:.5f} rydberg")
print(f"Coefficient, symbolic: {leading_symbolic} (hartree units)")
print(f"Equal-rms shell coefficient: {shell_coefficient:.5f} hartree")
print(f"Z^5 R^3 coefficient, first order: {cubic_first} (hartree units)")
print(f"Z^5 R^3 coefficient, second order: {cubic_second} (hartree units)")
print(f"Relative coefficient of Z R, total: {relative_cubic} (no unit)")
print(f"Its decimal value: {float(relative_cubic):.4f} (no unit)")
print(f"Same from matched energy: {numeric_cubic:.4f} (no unit)")
print(f"Fitted power of Z: {power_Z:.5f} (no unit)")
print(f"Fitted power of R: {power_R:.5f} (no unit)")
print("HYDROGEN-LIKE SILVER")
print(f"Nuclear charge number: {Z} (no unit)")
print(f"Rough sphere radius: {radius_fm:.1f} fm")
print(f"Bohr radius for conversion: {BOHR_FM:.2f} fm")
print(f"Sphere radius: {R:.5e} bohr")
print(f"Size parameter Z R: {Z * R:.6f} (no unit)")
print(f"Probability inside nucleus: {inside_probability:.3e} (no unit)")
print(f"Point-nucleus Schroedinger level: {-Z**2/2*HARTREE_EV:.1f} eV")
print(f"Leading shift: {leading * HARTREE_EV:.5f} eV")
print(f"Leading shift: {leading:.6f} hartree")
print(f"Leading shift: {leading * HARTREE_EV / RYDBERG_EV:.6f} rydberg")
print(f"Full first-order integral: {expectation * HARTREE_EV:.5f} eV")
print(f"Matched Schroedinger shift: {schroedinger * HARTREE_EV:.5f} eV")
print("NEGLECTED EFFECTS")
print(f"Z times fine-structure constant: {Z * ALPHA:.4f} (no unit)")
print(f"Matched Dirac size shift: {dirac * HARTREE_EV:.4f} eV")
print(f"Dirac shift, second integration: {dirac_check*HARTREE_EV:.4f} eV")
print(f"Dirac / Schroedinger size shift: {dirac/schroedinger:.4f} (no unit)")
print(f"Relativistic change of point level: "
      f"{(dirac_point + Z**2 / 2) * HARTREE_EV:.1f} eV")
print(f"Rough nuclear mass used for recoil: {mass_number} u")
print(f"Nonrelativistic recoil, upward: {recoil * HARTREE_EV:.3f} eV")
print(f"Radiative scale, order only: {radiative_scale*HARTREE_EV:.1f} eV")
print(f"Shift change for 1 percent larger R: {radius_change:.2f} percent")
print("PASS")
```

Printed output:

```
GENERAL RESULT
Small-size coefficient, quadrature: 0.39997 hartree
Same coefficient: 0.79993 rydberg
Coefficient, symbolic: 2/5 (hartree units)
Equal-rms shell coefficient: 0.39997 hartree
Z^5 R^3 coefficient, first order: -1/3 (hartree units)
Z^5 R^3 coefficient, second order: -11/63 (hartree units)
Relative coefficient of Z R, total: -80/63 (no unit)
Its decimal value: -1.2698 (no unit)
Same from matched energy: -1.2702 (no unit)
Fitted power of Z: 3.99996 (no unit)
Fitted power of R: 1.99996 (no unit)
HYDROGEN-LIKE SILVER
Nuclear charge number: 47 (no unit)
Rough sphere radius: 5.8 fm
Bohr radius for conversion: 52917.72 fm
Sphere radius: 1.09604e-04 bohr
Size parameter Z R: 0.005151 (no unit)
Probability inside nucleus: 1.809e-07 (no unit)
Point-nucleus Schroedinger level: -30055.0 eV
Leading shift: 0.63805 eV
Leading shift: 0.023448 hartree
Leading shift: 0.046896 rydberg
Full first-order integral: 0.63532 eV
Matched Schroedinger shift: 0.63385 eV
NEGLECTED EFFECTS
Z times fine-structure constant: 0.3430 (no unit)
Matched Dirac size shift: 1.3103 eV
Dirac shift, second integration: 1.3103 eV
Dirac / Schroedinger size shift: 2.0672 (no unit)
Relativistic change of point level: -940.0 eV
Rough nuclear mass used for recoil: 108 u
Nonrelativistic recoil, upward: 0.153 eV
Radiative scale, order only: 16.4 eV
Shift change for 1 percent larger R: 2.01 percent
PASS
```
